# Is the step with the highest barrier rate determining?

**Question**

I have a free-energy profile for a catalytic cycle that turns A into B on a single type of site:

1. A + * ⇌ A*
2. A* ⇌ B*
3. B* ⇌ B + *

At 500 K and the working pressures, the free energies of *, A* and B* are 0, 20 and 30 kJ/mol. The three transition states lie at 90, 94 and 95 kJ/mol, and one complete turnover changes the free energy by −40 kJ/mol. The forward barriers are therefore 90, 94 − 20 = 74 and 95 − 30 = 65 kJ/mol.

I concluded that step 1 is rate determining, because it has the highest barrier and so the smallest forward rate constant. The model also gives a rate that is nearly first order in A, which seems to confirm it. A colleague objects that in steady state all steps run equally fast, so that there is no slowest step. Who is right, and which step should a better catalyst speed up?

**Answer**

Your colleague is right about the net rates, but that does not make all steps equally important. One has to ask how the turnover rate responds when a single transition state is shifted. For your profile the response is shared among the three steps, and step 1 has the smallest share.

**What is equal in steady state**

Let \(\theta_0,\theta_1,\theta_2\) be the fractions of sites that are bare, covered by A and covered by B. I use a mean-field model with independent sites, so the rate constants do not depend on coverage. With forward constants \(f_i\) and backward constants \(b_i\), the net rates per site are

\[
r_1=f_1\theta_0-b_1\theta_1,\quad
r_2=f_2\theta_1-b_2\theta_2,\quad
r_3=f_3\theta_2-b_3\theta_0 .
\]

The pressure of A is absorbed in \(f_1\) and that of B in \(b_3\). All constants then have the unit s⁻¹; without this, comparing their sizes would have no meaning.

Step 1 creates A* and step 2 removes it; step 2 creates B* and step 3 removes it:

\[
\frac{d\theta_1}{dt}=r_1-r_2,\qquad \frac{d\theta_2}{dt}=r_2-r_3 .
\]

In steady state both derivatives vanish, so \(r_1=r_2=r_3=r\), the turnover rate. This relies on each step occurring once per turnover; a step needed twice would have the net rate \(2r\).

The equality does not hold during start-up. Starting from bare sites, your model has net rates of 3733, 124 and 20 s⁻¹ after 0.2 μs. After 50 μs all three are 590 s⁻¹.

**A resistance for each step**

Let \(G_0,G_1,G_2\) be the free energies of the three states, \(G_i^\ddagger\) those of the transition states, and \(\Delta G<0\) that of one turnover. After step 3 the site is bare again, but one A has become B, so the final state has \(G_3=G_0+\Delta G\) while \(\theta_3=\theta_0\). The Eyring equation with the common prefactor \(\nu=k_BT/h\) gives

\[
f_i=\nu e^{-(G_i^\ddagger-G_{i-1})/RT},\qquad
b_i=\nu e^{-(G_i^\ddagger-G_i)/RT}.
\]

Insert these in \(r=f_i\theta_{i-1}-b_i\theta_i\) and take out the common factor:

\[
r=\nu e^{-G_i^\ddagger/RT}
\left(\theta_{i-1}e^{G_{i-1}/RT}-\theta_i e^{G_i/RT}\right).
\]

With the abbreviations

\[
\lambda_j=\theta_j e^{G_j/RT},\qquad
\rho_i=\frac{e^{G_i^\ddagger/RT}}{\nu},\qquad
z=e^{\Delta G/RT},
\]

this becomes

\[
r\rho_i=\lambda_{i-1}-\lambda_i,\qquad \lambda_3=z\lambda_0 .
\]

It has the form of Ohm's law: the same current \(r\) flows through every step, and \(\lambda\) drops by \(r\rho_i\) across step \(i\). When the three equations are added, \(\lambda_1\) and \(\lambda_2\) cancel:

\[
r(\rho_1+\rho_2+\rho_3)=\lambda_0(1-z).
\]

The value of \(\lambda_0\) follows from the fact that the coverages add up to one. Define \(w_j=e^{-G_j/RT}\), so that \(\theta_j=w_j\lambda_j\). The first two drops give \(\lambda_1=\lambda_0-r\rho_1\) and \(\lambda_2=\lambda_0-r(\rho_1+\rho_2)\). Therefore

\[
1=\lambda_0(w_0+w_1+w_2)-r\rho_1(w_1+w_2)-r\rho_2w_2 .
\]

Divide by \(r\) and replace \(\lambda_0/r\) by \((\rho_1+\rho_2+\rho_3)/(1-z)\):

\[
\frac1r=\frac{(\rho_1+\rho_2+\rho_3)(w_0+w_1+w_2)}{1-z}
-\rho_1(w_1+w_2)-\rho_2w_2 .
\]

Now collect the terms with each \(\rho_i\). For \(\rho_1\), the numerator over \(1-z\) is

\[
w_0+w_1+w_2-(1-z)(w_1+w_2)=w_0+z(w_1+w_2).
\]

For \(\rho_2\) it is \(w_0+w_1+w_2-(1-z)w_2=w_0+w_1+zw_2\), and for \(\rho_3\) nothing is subtracted. The result is

\[
\frac1r=R_1+R_2+R_3,
\]

\[
R_1=\rho_1\frac{w_0+z(w_1+w_2)}{1-z},\quad
R_2=\rho_2\frac{w_0+w_1+zw_2}{1-z},\quad
R_3=\rho_3\frac{w_0+w_1+w_2}{1-z}.
\]

The mean time per turnover on one site, \(1/r\), is thus a sum of three positive contributions, one for each transition state.

**What "rate determining" should mean**

Define the control of step \(i\) as the relative response of the rate to its transition state, with the free energies of all states and all other transition states held fixed:

\[
X_i=-RT\,\frac{\partial\ln r}{\partial G_i^\ddagger}.
\]

Such a shift multiplies \(f_i\) and \(b_i\) by the same factor and leaves the equilibrium constants alone, as a change in the kinetics of one step should.

Of the three resistances, only \(R_i\) contains \(G_i^\ddagger\), through the factor \(e^{G_i^\ddagger/RT}\) in \(\rho_i\). Hence \(\partial R_i/\partial G_i^\ddagger=R_i/RT\). Since \(\ln r=-\ln(R_1+R_2+R_3)\),

\[
X_i=\frac{R_i}{R_1+R_2+R_3},\qquad X_1+X_2+X_3=1 .
\]

A step deserves the name rate determining if its \(X_i\) is close to one. Nothing guarantees that such a step exists.

**Your profile**

At 500 K, \(RT=4.157\) kJ/mol and \(\nu=1.042\times10^{13}\) s⁻¹. The forward constants are \(4.13\times10^3\), \(1.94\times10^5\) and \(1.69\times10^6\) s⁻¹, so step 1 does have the smallest one.

The weights are \(w_0=1\), \(w_1=0.00814\) and \(w_2=0.00073\), and \(z=6.6\times10^{-5}\). The values of \(\rho_i\) are 242.2, 634.1 and 806.5 μs. The terms with \(z\) change the resistances by less than 0.01 %, so, leaving them out,

\[
\begin{aligned}
R_1&\approx 242.2\times1.0000\ \text{μs}\approx 242\ \text{μs},\\
R_2&\approx 634.1\times1.0081\ \text{μs}\approx 639\ \text{μs},\\
R_3&\approx 806.5\times1.0089\ \text{μs}\approx 814\ \text{μs}.
\end{aligned}
\]

Their sum is 1695 μs, which gives \(r=590\) s⁻¹. The controls are

\[
X_1=\frac{242}{1695}=0.14,\qquad
X_2=\frac{639}{1695}=0.38,\qquad
X_3=\frac{814}{1695}=0.48 .
\]

The order of control is the reverse of the order of the barriers, and no step has control close to one. The numerical check obtains the same controls by solving the site balances directly and differentiating the rate numerically.

**Why the highest barrier misleads**

The barrier of step 3 is 65 kJ/mol when counted from B*. But B* lies 30 kJ/mol above the bare site and is rarely present: its coverage is 0.00035. A small population multiplies a large rate constant.

The formulas show which height matters here. If \(w_1\) and \(w_2\) are much smaller than \(w_0\), and \(z\ll1\), then \(R_i\approx\rho_iw_0\) and

\[
X_i\approx\frac{e^{G_i^\ddagger/RT}}
{e^{G_1^\ddagger/RT}+e^{G_2^\ddagger/RT}+e^{G_3^\ddagger/RT}} .
\]

In this regime each transition state is measured from the resting state, the bare site, and not from the intermediate just before it. The relevant heights are 90, 94 and 95 kJ/mol. The estimate gives 0.144, 0.377 and 0.479, within about 0.001 of the full result. If A* or B* lies within a few \(RT\) of the bare site or below it, \(w_1\) or \(w_2\) is no longer small. The short formula can then be far off, and the full resistances should be used.

The one-way rates tell the same story. Step 1 runs forward at \(f_1\theta_0=4098\) s⁻¹ and backward at \(b_1\theta_1=3508\) s⁻¹, so the backward flux is \(3508/4098\approx86\) % of the forward flux: about that fraction of the adsorbed A eventually leaves the site again as A. The step with the smallest forward constant has the largest one-way forward rate of the three, because \(f_i\theta_{i-1}=\lambda_{i-1}/\rho_i\): \(\lambda\) falls along the cycle, so \(\lambda_0\) is the largest, and \(\rho_1\) is the smallest of the three.

The smallest forward constant still provides an upper bound. From \(r=f_i\theta_{i-1}-b_i\theta_i\) and \(\theta_{i-1}\le1\) it follows that \(r\le f_i\) for every step. Using \(f_1\) as an estimate of the rate, however, would make it too large by a factor of 7.0.

**Which step to speed up**

Lower one transition state by \(d\). Then \(R_i\) becomes \(R_ie^{-d/RT}\), the other resistances stay the same, and the rate grows by the factor

\[
\frac{r'}{r}=\frac{R_1+R_2+R_3}{R_1+R_2+R_3-R_i(1-e^{-d/RT})}
=\frac{1}{1-X_i(1-e^{-d/RT})}.
\]

For \(d=5\) kJ/mol the factor is 1.11 for step 1, 1.36 for step 2 and 1.51 for step 3. As \(R_i\to0\) it approaches \(1/(1-X_i)\), which is 1.17 for step 1. However much you accelerate the step with the highest barrier, with everything else fixed, you gain less than 17 %.

A change of catalyst can shift several free energies at once, and then these single-step factors do not apply separately. The ranking of steps 2 and 3 is also delicate. Since \(R_3/R_2=814/639=1.27\), and \(RT\ln1.27\approx1.0\) kJ/mol, an error of that size in the relative height of their transition states can exchange them. Step 1 would need an error of about \(RT\ln(639/242)\approx4\) kJ/mol to draw level with step 2.

**When the rule of thumb works**

Suppose that no step runs backward. Then \(r=f_i\theta_{i-1}\), so \(\theta_{i-1}=r/f_i\), and the sum of the coverages gives

\[
1=r\left(\frac1{f_1}+\frac1{f_2}+\frac1{f_3}\right),\qquad
X_i=\frac{1/f_i}{1/f_1+1/f_2+1/f_3}.
\]

The second formula follows because scaling \(f_i\) affects only the term \(1/f_i\). Now the smallest forward constant does have the largest control. Even so, its control is near one only if the other constants are much larger; three equal constants would have one third each.

With your three forward constants and all backward constants set to zero, the controls become 0.977, 0.021 and 0.002, and the rate is 4032 s⁻¹. This is a different system, with the same forward barriers but intermediates that never return. The same set of forward constants is thus compatible with opposite verdicts, so the forward constants alone cannot decide the matter.

**Why first order in A proves nothing here**

Raising the pressure of A increases \(f_1\) but not \(b_1\). If step 1 is reversible, this changes the ratio \(f_1/b_1\), which a shift of the transition state leaves alone, so the reaction order is in general not \(X_1\). The two coincide if step 1 has no backward rate.

The order is easy to find if the reverse of step 3 is neglected. Then \(\theta_2=r/f_3\). Step 2 gives \(\theta_1=(r+b_2\theta_2)/f_2\), which is also proportional to \(r\). Write \(\theta_2=c_2r\) and \(\theta_1=c_1r\), where \(c_1\) and \(c_2\) do not contain \(f_1\). Step 1 then gives \(\theta_0=(r+b_1\theta_1)/f_1=c_0r/f_1\) with \(c_0=1+b_1c_1\). The coverages add up to one, so

\[
\frac1r=\frac{c_0}{f_1}+c_1+c_2,\qquad
\frac{\partial\ln r}{\partial\ln f_1}
=r\,\frac{c_0}{f_1}=\theta_0 .
\]

The order in A is the fraction of bare sites. In your model the computed order is 0.993, and \(\theta_0\) is 0.993 as well, while \(X_1\) is 0.14. Since step 3 hardly ever runs backward in your model, the near first-order behaviour says that the sites are mostly empty. It does not say that adsorption of A controls the rate.

## Table of computed values

```
Temperature: 500 K
RT: 4.1572 kJ/mol
Prefactor kT/h: 1.0418e+13 1/s
State free energies *, A*, B* (kJ/mol): 0, 20, 30
Transition-state free energies 1,2,3 (kJ/mol): 90, 94, 95
Free energy of one turnover: -40 kJ/mol
z = exp(cycle free energy/RT): 6.627e-05
Forward barriers 1,2,3 (kJ/mol): 90, 74, 65
Forward constants 1,2,3 (1/s): 4.1281e+03, 1.9374e+05, 1.6882e+06
Backward constants 1,2,3 (1/s): 5.0710e+05, 2.1473e+06, 8.2171e-02
Weights w of *, A*, B*: 1.00000, 0.00814, 0.00073
rho 1,2,3 (microseconds): 242.24, 634.05, 806.47
Steady coverages *, A*, B*: 0.992732, 0.006918, 0.000349
One-way forward rates 1,2,3 (1/s): 4098.06, 1340.32, 589.98
One-way backward rates 1,2,3 (1/s): 3508.15, 750.42, 0.08
Steady net rates 1,2,3 (1/s): 589.90, 589.90, 589.90
Net rates at 0.2 microseconds (1/s): 3733.43, 123.76, 20.19
Net rates at 50 microseconds (1/s): 589.90, 589.90, 589.90
Turnover rate r: 589.90 1/s
Smallest forward constant / r: 6.998
Resistances R 1,2,3 (microseconds): 242.26, 639.25, 813.69
Sum of resistances: 1695.20 microseconds
Controls X 1,2,3 (numerical derivative): 0.1429, 0.3771, 0.4800
Controls X 1,2,3 (resistance shares): 0.1429, 0.3771, 0.4800
Sum of numerical controls: 1.000000
Resting-state estimate of X 1,2,3: 0.1440, 0.3768, 0.4793
Rate gain, one TS lowered 5 kJ/mol, 1,2,3: 1.111, 1.358, 1.506
Largest possible gain 1/(1-X) 1,2,3: 1.167, 1.605, 1.923
No backward steps, turnover rate: 4032.28 1/s
No backward steps, controls X 1,2,3: 0.9768, 0.0208, 0.0024
Reaction order in A: 0.9928
Random profiles, worst relative rate error: 1.5e-13
Random profiles, worst control error: 1.6e-08
```
